\section*{Quantum harmonic prefactors for surface hops and their classical limit}

\section{The classical rate}

Q: A surface-hop rate can be written as a ratio of frequency products times a Boltzmann factor. Before anyone quantizes it, where does that ratio come from?

A: From counting trajectories that cross a dividing surface. Let the adatom, with any surface atoms allowed to move, have $N$ vibrational modes. I use mass-weighted normal coordinates $u_i$ with momenta $p_i$ and write $\beta=1/k_BT$. Near the minimum and near the saddle, respectively,
\begin{align}
V&\simeq \tfrac12\sum_{i=1}^{N}\omega_i^2u_i^2, \\
V&\simeq V_0-\tfrac12\omega_b^2s^2+\tfrac12\sum_{j=1}^{N-1}\omega_j^{\ddagger 2}v_j^2 .
\end{align}
Here $s$ is the unstable coordinate, the $v_j$ are the stable ones, and $V_0$ is the difference of potential energies, with no zero-point energy in it. Transition-state theory assumes a thermal population up to the barrier top and no return after crossing $s=0$. The rate into one exit channel is then the outward flux divided by the well population:
\begin{equation}
k_{\rm cl}=\frac{\int d\Gamma\,\delta(s)\,p_s\,\theta(p_s)\,e^{-\beta H}}{\int_{\rm well}d\Gamma\,e^{-\beta H}} .
\end{equation}
In the numerator the delta function removes $s$, and $\int_0^\infty p\,e^{-\beta p^2/2}dp=1/\beta$. Each stable mode gives $\sqrt{2\pi/\beta}$ from its momentum and $\sqrt{2\pi/(\beta\omega^2)}$ from its coordinate, together $2\pi/(\beta\omega)$. Therefore
\begin{align}
k_{\rm cl}&=\frac{\beta^{-1}e^{-\beta V_0}\prod_{j=1}^{N-1}2\pi/(\beta\omega_j^\ddagger)}{\prod_{i=1}^{N}2\pi/(\beta\omega_i)}\nonumber\\
&=\frac{1}{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j^\ddagger}e^{-\beta V_0}
=\frac{\prod_i\nu_i}{\prod_j\nu_j^\ddagger}e^{-\beta V_0},
\label{cl}
\end{align}
with $\nu=\omega/2\pi$. All powers of $\beta$ cancel in the prefactor.

Q: A surface potential is periodic, not quadratic. Why may the Gaussian integrals run to infinity?

A: Because $k_BT\ll V_0$ confines the weight to the neighbourhood of the minimum. A model shows how good this is. Take a rigid surface and
\begin{equation}
V=V_0\sin^2\frac{\pi x}{a}+\tfrac12k_y(x)y^2+\tfrac12k_z(x)z^2,
\end{equation}
where $k_y$ and $k_z$ go from well to saddle values linearly in $\sin^2(\pi x/a)$. I choose $a=0.25$ nm, $V_0=0.30$ eV and mass 1.008 u. The transverse quanta $\hbar\omega$ are 60 and 75 meV in the well, 120 and 110 meV at the saddle. For small $x$ the first term is $V_0\pi^2x^2/a^2$, so the stiffness along the hop is $2\pi^2V_0/a^2$. At the saddle it is the negative of this. Both the third well quantum and $\hbar\omega_b$ are thus 62.68 meV.

Direct quadrature of the flux expression on this potential, divided by (\ref{cl}), gives 1.00875 at 40 K and 1.00445 at 20 K. Removing the part linear in $T$ leaves $2(1.00445)-1.00875=1.00015$. These temperatures test the classical formula; they are not a regime for a real light atom.

\section{Replacing the partition functions}

Q: Equation (\ref{cl}) contains no Planck constant. Where would a quantum partition function enter?

A: Multiply and divide by $h$. A classical oscillator has
\begin{equation}
q_{\rm cl}=\frac1h\frac{2\pi}{\beta\omega}=\frac{1}{x},\qquad x=\beta\hbar\omega .
\end{equation}
Since $(k_BT/h)\,\beta\hbar=1/2\pi$, the one unpaired well frequency in (\ref{cl}) can be written with $k_BT/h$:
\begin{equation}
k_{\rm cl}=\frac{k_BT}{h}\frac{\prod_i x_i}{\prod_j x_j^\ddagger}e^{-\beta V_0}
=\frac{k_BT}{h}\frac{\prod_j q_{{\rm cl},j}^\ddagger}{\prod_i q_{{\rm cl},i}}e^{-\beta V_0}.
\end{equation}
For a quantum oscillator the levels are $(n+\frac12)\hbar\omega$, and the geometric series gives
\begin{equation}
q=\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .
\end{equation}
Putting $q$ in place of $q_{\rm cl}$ for every bound mode yields
\begin{equation}
k_q=\frac{k_BT}{h}\,
\frac{\prod_{i=1}^{N}2\sinh(x_i/2)}{\prod_{j=1}^{N-1}2\sinh(x_j^\ddagger/2)}\,e^{-\beta V_0}.
\label{qm}
\end{equation}
This replacement defines an approximation, not an exact quantum rate: motion along $s$ is still classical.

Q: The modes mix atoms of different mass. Does the product survive?

A: Yes, for a quadratic potential. The rotation to normal coordinates turns the Hamiltonian into a sum of independent oscillators, so the Boltzmann sum factorizes. As a test, take two particles of masses 1 and 2.5 with potential $\frac12(x_1-x_2)^2+x_2^2$, in units where $\hbar=k_BT=1$. Diagonalization on a grid, without normal modes, gives a partition function of 1.0212235. The product of the two factors $1/(2\sinh)$ gives the same digits.

\section{High temperature}

Q: Then the ratio of hyperbolic sines should tend to the classical frequency ratio. But it is dimensionless, and a prefactor is not.

A: The ratio alone does not tend to it. There is one more sinh above than below, so at high temperature the ratio falls as $1/T$. The factor $k_BT/h$ supplies both the missing power of $T$ and the unit. Define $g(y)=\sinh y/y$, so that $2\sinh(x/2)=x\,g(x/2)$. Dividing (\ref{qm}) by $k_{\rm cl}$ cancels every bare $x$:
\begin{equation}
F\equiv\frac{k_q}{k_{\rm cl}}=\frac{\prod_i g(x_i/2)}{\prod_j g(x_j^\ddagger/2)} .
\end{equation}
When $k_BT$ is large against every quantum, each $g$ tends to 1 and the classical prefactor is recovered. For the approach to the limit, use $g(y)=1+y^2/6+O(y^4)$, hence $\ln g(x/2)=x^2/24+O(x^4)$. Adding logarithms and exponentiating,
\begin{equation}
F=1+\frac{1}{24}\Big(\sum_ix_i^2-\sum_jx_j^{\ddagger2}\Big)+O(T^{-4}).
\label{high}
\end{equation}

Q: Does quantization speed the hop up or slow it down?

A: Either can happen. Since $g>1$, a quantum oscillator has a smaller partition function than its classical counterpart. In the well this raises the rate; at the saddle it lowers it. If the transverse frequencies did not change along the path, their factors would cancel, leaving $F=g(\beta\hbar\omega_x/2)>1$, where $\omega_x$ is the well frequency along the hop. In the example the saddle is stiffer, and $F<1$.

At 500 K, $k_BT=43.087$ meV. The well quanta 60.00, 62.68 and 75.00 meV give $g=1.0828$, 1.0905 and 1.1311; the saddle quanta 110 and 120 meV give 1.2946 and 1.3560. Thus
\begin{equation}
F=\frac{1.3357}{1.7555}=0.761 .
\end{equation}
For the classical prefactor, $60.00\times62.68\times75.00/(110\times120)=21.37$ meV. With $k_BT/h=10.418$ THz this is $(21.37/43.087)\times10.418=5.17$ THz. The quantum prefactor is $0.761\times5.17=3.93$ THz. The Boltzmann factor is $9.465\times10^{-4}$, so the rate per channel changes from $4.89\times10^9$ to $3.72\times10^9\ {\rm s^{-1}}$.

Q: Could I have used (\ref{high}) and skipped the sinh functions?

A: Not at 500 K if you need a few per cent. The coefficient of $1/(k_BT)^2$ is
\begin{equation}
\frac{60.00^2+62.68^2+75.00^2-110^2-120^2}{24}=-556\ {\rm meV^2},
\end{equation}
which gives $F\simeq1-556/43.087^2=0.70$ instead of 0.76. The saddle quanta are 2.6 and 2.8 times $k_BT$, so higher terms count.

\section{Low temperature and the barrier}

Q: Suppose a calculated barrier already includes zero-point energy. May I insert such a barrier in (\ref{qm})?

A: No, because the sinh functions already contain it. Write $2\sinh(x/2)=e^{x/2}(1-e^{-x})$ and define
\begin{equation}
\Delta Z=\tfrac12\sum_j\hbar\omega_j^\ddagger-\tfrac12\sum_i\hbar\omega_i .
\end{equation}
The factors $e^{x/2}$ combine to $e^{-\beta\Delta Z}$, and (\ref{qm}) becomes, without approximation,
\begin{equation}
k_q=\frac{k_BT}{h}\frac{\prod_i(1-e^{-x_i})}{\prod_j(1-e^{-x_j^\ddagger})}e^{-\beta(V_0+\Delta Z)} .
\end{equation}
A barrier that includes zero-point energy belongs in this form. Here $\Delta Z=\frac12(230-197.68)=16.16$ meV. Counting it twice would multiply the 500 K rate by a false factor 0.687.

When $k_BT$ is small against every quantum, the brackets tend to 1 and $k_q\to(k_BT/h)e^{-\beta(V_0+\Delta Z)}$. The sinh ratio alone then tends to $e^{-\beta\Delta Z}$, which rises with $T$ for $\Delta Z>0$. As it falls at high $T$, it has a maximum in between, visible in the second column below. This low-temperature limit belongs to the formula; tunnelling may already have overtaken it.

\begin{center}
\begin{tabular}{rrrrr}
$T$ (K) & sinh ratio & $k_qe^{\beta V_0}$ (THz) & $F$ & $F\kappa$\\
200 & 0.366 & 1.52 & 0.295 & 0.553\\
300 & 0.426 & 2.66 & 0.515 & 0.667\\
500 & 0.377 & 3.93 & 0.761 & 0.832\\
1500 & 0.160 & 5.00 & 0.968 & 0.977\\
3000 & 0.082 & 5.12 & 0.992 & 0.994
\end{tabular}
\end{center}
The last column includes the tunnelling factor $\kappa$, derived below. The rows at 1500 and 3000 K only show the limit of the formula. The barrier there is just 2.3 and 1.2 times $k_BT$, and anharmonicity alone raises the classical rate of the model by 16\% and 29\%.

Q: The prefactor now varies with $T$. What would an Arrhenius slope measure?

A: Differentiate $\ln k_q$, using $d\ln[2\sinh(\beta\hbar\omega/2)]/d\beta=\varepsilon(\omega)$ with $\varepsilon(\omega)=\frac{\hbar\omega}{2}\coth\frac{\beta\hbar\omega}{2}$, the mean oscillator energy. The factor $k_BT/h$ contributes $-\ln\beta$ to $\ln k_q$. Hence
\begin{equation}
E_a=-\frac{d\ln k_q}{d\beta}=V_0+k_BT+\sum_j\varepsilon(\omega_j^\ddagger)-\sum_i\varepsilon(\omega_i).
\end{equation}
At high temperature each $\varepsilon\to k_BT$; the thermal terms add to $1+(N-1)-N=0$, and $E_a\to V_0$. In the example this $E_a$ is 0.328 eV at 300 K and 0.322 eV at 500 K, against a bare barrier of 0.300 eV. A measured slope would also contain tunnelling: the factor $\kappa$ derived below lowers both values to about 0.314 eV.

\section{Tunnelling at the same order}

Q: You quantized the bound modes but left the hop coordinate classical. Is that consistent even at high temperature?

A: It gives the right limit but an incomplete first correction. For an inverted parabola, use units $\hbar=\omega_b=1$ and measure $E$ from the barrier top. With $A=(p+s)/\sqrt2$ and $B=(p-s)/\sqrt2$,
\begin{equation}
H=\tfrac12(p^2-s^2)=\tfrac12(AB+BA),\qquad [A,B]=i .
\end{equation}
Classically $A$ grows and $B$ decays, so the sign of $B$ labels the incoming side and the sign of $A$ the outgoing side. A wave arriving from the left has $B>0$. In the $B$ representation $A=i\,d/dB$, and $H\phi=E\phi$ gives $\phi=B^{-iE-1/2}$ for $B>0$. Transforming to $A$,
\begin{equation}
\int_0^\infty dB\,e^{iAB}B^{-iE-1/2}=\Gamma(\tfrac12-iE)\,(-iA)^{iE-1/2}.
\end{equation}
At equal $|A|$ the phase of $-iA$ is $-\pi/2$ for $A>0$ (transmitted) and $+\pi/2$ for $A<0$ (reflected). The squared moduli are in the ratio $e^{\pi E}:e^{-\pi E}$. Restoring units, $P(E)=1/(1+e^{-2\pi E/\hbar\omega_b})$.

The thermal average relative to classical crossing, with $w=e^{-2\pi E/\hbar\omega_b}$, $x_b=\beta\hbar\omega_b$ and $\alpha=x_b/2\pi$, is
\begin{align}
\kappa&=\beta\int_{-\infty}^{\infty}P(E)e^{-\beta E}dE
=\alpha\int_0^\infty\frac{w^{\alpha-1}}{1+w}dw\nonumber\\
&=\frac{\pi\alpha}{\sin\pi\alpha}=\frac{x_b/2}{\sin(x_b/2)},\qquad 0<\alpha<1,
\end{align}
by Euler's integral. Since $y/\sin y=1+y^2/6+\dots$, $\kappa$ adds $x_b^2/24$ to (\ref{high}). The mass-weighted Hessian $D$ has eigenvalues $\omega_i^2$ at the minimum, and $\omega_j^{\ddagger2}$ and $-\omega_b^2$ at the saddle, so
\begin{equation}
F\kappa=1+\frac{\hbar^2}{24(k_BT)^2}\left({\rm Tr}\,D_{\min}-{\rm Tr}\,D_{\rm saddle}\right)+O(T^{-4}).
\end{equation}
The coefficient changes from $-556$ to $-392\ {\rm meV^2}$. This is the leading quantum correction of the harmonic model; anharmonic terms are separate.

Q: A real barrier is not an infinite parabola.

A: At 500 K the parabola gives $\kappa=1.094$; numerical transmission through one cosine barrier of the example gives 1.100. At 300 K the values are 1.295 and 1.302. This agreement is for the bare barrier. If the transverse zero-point energy along the hop is added to the cosine, $\kappa$ becomes 1.112 at 500 K and 1.346 at 300 K. The parabolic formula diverges at $x_b=2\pi$, here 116 K, and cannot be used there or below.

\section{Where the classical prefactor suffices}

Q: Then when may I ignore all this?

A: On the same potential with a rigid surface, every frequency scales as $m^{-1/2}$. As $F$ depends only on the ratios $\hbar\omega/k_BT$, the temperature for a given $F$ also scales as $m^{-1/2}$. An adatom of 64 u has $F=0.987$ at 300 K and reaches 0.99 at 342 K. The light atom reaches 0.99 only at about 2700 K, where $k_BT\simeq0.23$ eV is close to the barrier. There the prefactor formula has its classical limit, but separate activated hops are no longer a good description. These temperatures concern the bound modes alone. With the parabolic $\kappa$ included, $F\kappa$ reaches 0.99 at about 290 K for the 64 u atom and 2300 K for the light one.

Q: How do these parameters and neglected effects compare with a real surface?

A: The light atom is meant as hydrogen on a transition-metal surface. Barriers of tenths of an eV, hops of a few tenths of a nanometre and quanta near 100 meV are rough typical scales, not data for a particular metal. Real surfaces move. A surface cell of 100 u with a 20 meV quantum, coupled through the adatom's relative position, raises the light atom's classical prefactor by 0.5\% and that of the 64 u atom by 4.5\%. Real crystals also supply only finite friction. For an assumed $1\ {\rm ps^{-1}}$, an atom at the barrier energy loses, to first order in the friction, 12.6 meV, or $0.29k_BT$ at 500 K, in one well crossing. It is therefore not thermalized in one pass. So weak an exchange of energy may fail to replenish the population near the top, and the escape rate could then fall severalfold below the transition-state value; this is a rough expectation, not tested here. Such a fall would exceed the 24\% reduction given by $F$. So would a barrier error of 0.05 eV, which changes the rate by $e^{50/43.087}\simeq3.2$.

Q: And the anharmonicity of the well?

A: At 500 K the classical flux on the full model potential is 1.081 times the harmonic value. Integrating over $y$ and $z$ gives a weight proportional to $(k_yk_z)^{-1/2}$, which shrinks away from the minimum and reduces the well population. The cosine lies below its parabola and works the other way; the stiffening wins. Replacing the harmonic quantum well sum by the levels of the full surface cell raises the rate by a factor 1.120, with a relative basis-set shift of $2.4\times10^{-6}$. If tunnelling is treated as a separate factor, the estimate relative to the classical harmonic rate is $0.832\times1.120=0.93$ with the parabolic $\kappa$ of the bare barrier. With $\kappa=1.112$, which includes the transverse zero-point energy along the hop, it is $0.761\times1.112\times1.120=0.95$. The factor $F=0.76$ is thus the harmonic bound-mode part of the correction, and in this example the other two parts offset most of it. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
hop length 0.25 nm, bare barrier 0.30 eV
adatom masses: light 1.008 u, heavy 64 u
light: well quanta 60.00 62.68 75.00 meV
light: real saddle quanta 110.00 120.00 meV
light: imaginary saddle quantum 62.68 meV
heavy: well quanta 7.53 7.87 9.41 meV
heavy: real saddle quanta 13.80 15.06 meV
coupled pair, Q from grid 1.0212235, from sinh 1.0212235
flux/harmonic classical rate: 40 K 1.00875, 20 K 1.00445
  extrapolated to 0 K 1.00015
main temperature 500 K, kT 43.087 meV
sinh(x/2)/(x/2), well modes 1.0828 1.0905 1.1311
sinh(x/2)/(x/2), saddle modes 1.2946 1.3560
products: well 1.3357, saddle 1.7555
kT/h at main T 10.418 THz
classical prefactor, light 5.167 THz
classical prefactor, heavy 0.6485 THz
Boltzmann factor of bare barrier 9.4653e-04
hop rate per channel: classical 4.891e+09 1/s
hop rate per channel: quantum 3.721e+09 1/s
light: T/K, sinh ratio, quantum prefactor/THz, F, F*kappa
    200 0.3657 1.524 0.2950 0.5533
    300 0.4259 2.662 0.5152 0.6670
    500 0.3774 3.931 0.7609 0.8323
    800 0.2769 4.616 0.8934 0.9249
   1500 0.1600 5.000 0.9676 0.9772
   3000 0.0820 5.124 0.9917 0.9942
heavy: F at 300 K 0.9870, at 500 K 0.9953
F = 0.99 reached at: light 2725 K, heavy 342 K
coefficient of 1/(kT)^2: sinh only -556.1 meV^2
  with tunnelling (trace rule) -392.4 meV^2
second-order estimate of F at main T 0.7005
zero-point change of barrier 16.16 meV
false extra factor if counted twice 0.6873
activation energy: 300 K 0.3278 eV, 500 K 0.3215 eV
tunnelling at 500 K: parabola 1.0940, cosine 1.1000
tunnelling at 300 K: parabola 1.2946, cosine 1.3018
parabolic formula diverges at 115.8 K
anharmonic rate factor, 500 K: classical 1.0811, quantum 1.1196
  basis shift of quantum cell sum 2.4e-06 (relative)
light ground level: full 101.16 meV, harmonic 98.84 meV
surface cell: mass 100 u, quantum 20 meV
moving/rigid prefactor, light: classical 1.0046, quantum 500 K 1.0021
moving/rigid classical prefactor, heavy 1.0452
friction 1 1/ps: loss per crossing 12.60 meV = 0.292 kT at 500 K
\end{verbatim}
